# Unitary removal of linear spin-orbit coupling in a small quantum dot

In a circular quantum dot with level spacing 2 meV, a linear spin-orbit coupling can connect the ground state to the first excited shell with a strength of 293 µeV and yet lower the ground state by just 43 µeV. The first excited shell, fourfold degenerate without the coupling, splits into two pairs about 69 µeV apart. Both small numbers come from a coupling that a change of spin frame removes at first order, leaving a second-order remainder.

Consider one electron of effective mass \(m\) moving in the plane of a quantum well, without a magnetic field:

\[
H=H_0+H_{so},\qquad H_0=\frac{p_x^2+p_y^2}{2m}+V(x,y),
\]

\[
H_{so}=\frac1\hbar\left(p_xa_x+p_ya_y\right),\qquad a_x=\beta\sigma_x-\alpha\sigma_y,\quad a_y=\alpha\sigma_x-\beta\sigma_y .
\]

The potential \(V\) depends on position alone and does not act on spin. The constants \(\alpha\) (Rashba) and \(\beta\) (Dresselhaus) are energies times lengths, and \(x,y\) are the cubic axes of the crystal. With \(\mathbf k=\mathbf p/\hbar\), the coupling reads \(\alpha(\sigma_xk_y-\sigma_yk_x)+\beta(\sigma_xk_x-\sigma_yk_y)\). Another choice of signs or axes changes the intermediate formulas.

Momentum is the commutator of position with \(H_0\). Since \(V\) commutes with \(x\),

\[
[x,H_0]=\frac{[x,p_x^2]}{2m}=\frac{i\hbar}{m}p_x ,
\]

and likewise for \(y\). A term linear in momentum can therefore be generated by an operator linear in position. Take

\[
U=e^{iG},\qquad G=\frac{m}{\hbar^2}\left(xa_x+ya_y\right).
\]

\(G\) is Hermitian, so \(U\) is unitary. It rotates the spin by an angle proportional to the displacement from the origin. The commutator above gives

\[
i[G,H_0]=i\,\frac{m}{\hbar^2}\,\frac{i\hbar}{m}\left(p_xa_x+p_ya_y\right)=-H_{so}.
\]

In \(UHU^\dagger=H+i[G,H]+\dots\) this cancels \(H_{so}\), whatever the shape of \(V\).

For the higher orders, write \(\mathrm{ad}(A)=[G,A]\), so that \(UAU^\dagger=\sum_n (i^n/n!)\,\mathrm{ad}^n(A)\). The result above is \(\mathrm{ad}(H_0)=iH_{so}\). At order \(n\) in the couplings, \(H_0\) contributes \(n\) commutators and \(H_{so}\) contributes \(n-1\):

\[
\frac{i^n}{n!}\,\mathrm{ad}^{n-1}(iH_{so})+\frac{i^{n-1}}{(n-1)!}\,\mathrm{ad}^{n-1}(H_{so})
=i^{n-1}\,\frac{n-1}{n!}\,\mathrm{ad}^{n-1}(H_{so}),
\]

because \(i^{n+1}=-i^{n-1}\) and \(1/(n-1)!-1/n!=(n-1)/n!\). The second-order term is thus \(\tfrac{i}{2}[G,H_{so}]\).

In this commutator both the orbital and the spin factors fail to commute. With \(r_i=(x,y)\) and \(p_jr_i=r_ip_j-i\hbar\delta_{ij}\),

\[
[r_ia_i,p_ja_j]=r_ip_j\,a_ia_j-p_jr_i\,a_ja_i
=r_ip_j[a_i,a_j]+i\hbar\,\delta_{ij}\,a_ja_i .
\]

The spin commutator follows from \([\sigma_x,\sigma_y]=2i\sigma_z\):

\[
[a_x,a_y]=-\beta^2[\sigma_x,\sigma_y]-\alpha^2[\sigma_y,\sigma_x]=2i(\alpha^2-\beta^2)\sigma_z .
\]

The squares are \(a_x^2=a_y^2=\alpha^2+\beta^2\), since \(\sigma_x\) and \(\sigma_y\) anticommute. Summing over \(i\) and \(j\), the terms with \(i\neq j\) combine into \(L_z=xp_y-yp_x\):

\[
[G,H_{so}]=\frac{2im}{\hbar^3}\left[(\alpha^2-\beta^2)L_z\sigma_z+\hbar(\alpha^2+\beta^2)\right].
\]

Multiplication by \(i/2\) gives the transformed Hamiltonian:

\[
UHU^\dagger=H_0-\frac{m}{\hbar^2}(\alpha^2+\beta^2)-\frac{m}{\hbar^3}(\alpha^2-\beta^2)L_z\sigma_z+O(3).
\]

Here \(O(3)\) means third order in \(\alpha\) and \(\beta\) together. The expansion parameter is the spin rotation across the dot, so the dot must be small compared with \(\hbar^2/(m|\alpha|)\) and \(\hbar^2/(m|\beta|)\).

Completing the square in the original Hamiltonian shows what the two terms mean:

\[
H=\frac{1}{2m}\sum_i\left(p_i+\frac{m}{\hbar}a_i\right)^2+V-\frac{m}{\hbar^2}(\alpha^2+\beta^2).
\]

The coupling acts as a spin-dependent vector potential, and the constant compensates its square. If \(a_x\) and \(a_y\) commuted, a spin rotation would remove this vector potential altogether. Their commutator is what remains, and it acts on the orbit like a perpendicular magnetic field of opposite sign for the two spins.

The third-order term, \(-\tfrac13[G,[G,H_{so}]]\), shows how the series continues. The constant in \([G,H_{so}]\) drops out of the outer commutator. Since \(\sigma_za_i=-a_i\sigma_z\),

\[
[r_ia_i,L_z\sigma_z]=(r_iL_z+L_zr_i)\,a_i\sigma_z .
\]

With \(\sigma_x\sigma_z=-i\sigma_y\) and \(\sigma_y\sigma_z=i\sigma_x\), one finds \(a_x\sigma_z=-i(\alpha\sigma_x+\beta\sigma_y)\) and \(a_y\sigma_z=-i(\beta\sigma_x+\alpha\sigma_y)\). The third-order term is therefore

\[
T_3=-\frac{2m^2}{3\hbar^5}(\alpha^2-\beta^2)\left[\{x,L_z\}(\alpha\sigma_x+\beta\sigma_y)+\{y,L_z\}(\beta\sigma_x+\alpha\sigma_y)\right],
\]

where braces denote anticommutators.

When \(|\alpha|=|\beta|\), \([G,H_{so}]\) is a number, so every further commutator vanishes and the series ends. The spectrum is then that of \(H_0\) shifted by exactly \(-2m\alpha^2/\hbar^2\), for any \(V\) and any dot size.

For a circular parabolic dot, \(V=\tfrac12m\omega^2(x^2+y^2)\), the shells have energy \(\hbar\omega(N+1)\) and angular momenta \(L_z=\hbar l\) with \(l=-N,-N+2,\dots,N\). The second-order term is diagonal in these states. With \(s=\pm1\) the eigenvalue of \(\sigma_z\) in the transformed frame,

\[
E=\hbar\omega(N+1)-\frac{m}{\hbar^2}(\alpha^2+\beta^2)-\frac{m}{\hbar^2}(\alpha^2-\beta^2)\,l\,s .
\]

The error of these levels is of fourth order. Each power of the coupling brings one factor of position or momentum, so odd orders change the spatial parity, while all states of one shell share the parity \((-1)^N\). Hence \(T_3\) has no elements within a shell, and through other shells it acts first at sixth order.

The first excited shell has \(l=\pm1\) and splits into two Kramers doublets separated by

\[
\Delta=\frac{2m}{\hbar^2}\,|\alpha^2-\beta^2| .
\]

For \(|\alpha|>|\beta|\) the lower doublet has \(ls=+1\); for \(|\alpha|<|\beta|\) it has \(ls=-1\). The confinement frequency has dropped out of \(\Delta\), although it still governs the corrections.

For numbers, take \(m=0.03\,m_e\), \(\hbar\omega=2\) meV and \(\alpha=10\) meV nm. Then \(\hbar^2/m=2540\) meV nm², the dot length is \(l_0=\sqrt{\hbar/(m\omega)}=\sqrt{2540/2}=35.6\) nm, and the spin-orbit length is \(\hbar^2/(m\alpha)=254\) nm. Their ratio, 0.14, is the small parameter.

The Dresselhaus constant follows from the cubic coupling of the bulk crystal,

\[
\gamma\left[\sigma_xk_x(k_z^2-k_y^2)+\sigma_yk_y(k_x^2-k_z^2)+\sigma_zk_z(k_y^2-k_x^2)\right],
\]

averaged over the lowest state of the well, where \(\langle k_z\rangle=0\). This gives \(\beta=\gamma\langle k_z^2\rangle\). For \(\gamma=30\) meV nm³ and hard walls 10 nm apart, \(\beta=30\,(\pi/10)^2=2.96\) meV nm.

The strength quoted at the start is the norm of \(H_{so}\) acting on the ground state. Each momentum component leads to a one-quantum state with amplitude \(\hbar/(\sqrt2\,l_0)\), so the squared norm is \((a_x^2+a_y^2)/(2l_0^2)=(\alpha^2+\beta^2)/l_0^2\). Its root is \(\sqrt{100+8.77}/35.6=0.293\) meV. Second-order perturbation theory divides the square by \(\hbar\omega\):

\[
\frac{\alpha^2+\beta^2}{l_0^2\,\hbar\omega}=\frac{m}{\hbar^2}(\alpha^2+\beta^2)=\frac{108.8}{2540}\ \text{meV}=42.8\ \mu\text{eV},
\]

which is the constant in the transformed Hamiltonian. The splitting is

\[
\Delta=\frac{2\,(100-8.77)}{2540}\ \text{meV}=71.8\ \mu\text{eV},
\]

or 17.4 GHz.

These values can be compared with a numerical diagonalization of the untransformed \(H\), in the oscillator states with up to 14 quanta and both spins. It gives a ground-state lowering of 42.5 µeV and a splitting of 68.9 µeV. Higher orders thus reduce the splitting by 4.1 % of the second-order value. Applying \(U\) numerically in the same basis reduces the coupling between the two lowest shells from 293 to 3.4 µeV. What survives is mainly \(T_3\): on the ground state \(L_z\) gives zero, \(L_zx\) acts as \(i\hbar y\) and \(L_zy\) as \(-i\hbar x\), so the norm of \(T_3\) is \(\tfrac23(\Delta/2)\sqrt{\alpha^2+\beta^2}/(l_0\hbar\omega)\), or \(\tfrac23\times35.9\times0.146=3.5\) µeV.

The splitting relies on the degeneracy of \(l=\pm1\). A nondegenerate orbital level of \(H_0\) has a real wave function, and \(\langle L_z\rangle\) then vanishes, so the \(L_z\sigma_z\) term does not shift it at second order. To follow the crossover, let the frequencies be \(\omega_{x,y}=\omega(1\pm e/2)\). The states with one quantum along \(x\) or \(y\) then differ by \(\hbar\omega e\), and to lowest order in \(e\) the operator \(L_z\) connects them with elements \(\pm i\hbar\). For spin \(s\), apart from a common energy,

\[
\begin{pmatrix}\hbar\omega e/2 & i\kappa s\\ -i\kappa s & -\hbar\omega e/2\end{pmatrix},\qquad \kappa=\frac{m}{\hbar^2}(\alpha^2-\beta^2).
\]

The eigenvalues are \(\pm\tfrac12\sqrt{\Delta^2+(\hbar\omega e)^2}\) for both spins, so two doublets remain, separated by the square root. At \(e=1\) % the orbital part is 20 µeV and the formula gives 74.6 µeV; diagonalization gives 71.7 µeV, lower because of the same higher orders as before. At \(e=10\) % the two values are 212.5 and 211.5 µeV. The separation is then mostly orbital, and \(|\langle L_z\sigma_z\rangle|\) in this two-state model, which refers to the transformed frame, has fallen to \(71.8/212.5=0.34\) of \(\hbar\). The two contributions are equal at \(e=3.6\) %.

A magnetic field limits the removal in another way. Let it lie along \(x\), in the plane of a thin well, so that its orbital effect can be neglected and it adds \(H_Z=\tfrac12E_Z\sigma_x\). This term does not commute with \(G\). From \([a_x,\sigma_x]=2i\alpha\sigma_z\) and \([a_y,\sigma_x]=2i\beta\sigma_z\),

\[
i[G,H_Z]=-\frac{mE_Z}{\hbar^2}(\alpha x+\beta y)\sigma_z ,
\]

which is linear in the spin-orbit constants. It mixes the ground state with the first shell and flips the spin along \(x\). The operator \(x\) commutes with \(U\), so its elements can be found in the transformed frame. First-order mixing, with \(E_Z\ll\hbar\omega\) and \(|\langle1_x|x|0\rangle|^2=l_0^2/2\), gives between the two lowest states

\[
|\langle x\rangle_{\text{flip}}|=\frac{2}{\hbar\omega}\,\frac{l_0^2}{2}\,\frac{m|\alpha|E_Z}{\hbar^2}=\frac{|\alpha|E_Z}{(\hbar\omega)^2},
\]

because \(ml_0^2/\hbar^2=1/(\hbar\omega)\). For \(y\), \(|\beta|\) replaces \(|\alpha|\). With \(E_Z=0.1\) meV the formula gives 0.25 nm along \(x\) and 0.074 nm along \(y\); diagonalization gives 0.240 and 0.071 nm. An alternating electric field can therefore flip the spin, with a strength that vanishes at this order as \(E_Z\to0\).

The confinement itself also produces a term of the form \(L_z\sigma_z\). Suppose that the Rashba coupling comes from \(\lambda\,\boldsymbol\sigma\cdot(\mathbf k\times\nabla V_{\text{tot}})\), where \(V_{\text{tot}}\) is the smooth electrostatic potential, vertical part included, without the band-edge steps at the well walls. A vertical gradient \(F\) gives \(\lambda F(\sigma_xk_y-\sigma_yk_x)\), hence \(\alpha=\lambda F\). The in-plane gradient of the parabola gives

\[
\lambda m\omega^2\sigma_z(k_xy-k_yx)=-\frac{\lambda m\omega^2}{\hbar}L_z\sigma_z .
\]

For a vertical field of 0.08 MV/cm, \(F=8\) meV/nm and \(\lambda=10/8=1.25\) nm². The splitting should then grow by \(2\lambda m\omega^2=2\lambda\hbar\omega/l_0^2=3.9\) µeV; diagonalization with this term gives 3.6 µeV. The estimate is rough, because well interfaces can contribute to \(\alpha\) without contributing to \(\lambda\). The band-edge steps have to be treated separately: in a bound state with constant mass, the mean gradient of the full vertical potential, steps included, is zero.

The parameters lie in the regime of gate-defined dots in InAs quantum wells, as rough typical values. Hard walls overestimate \(\langle k_z^2\rangle\), and so \(\beta\), compared with a real well of finite depth. The effect is large: with walls 500 meV high and the same mass everywhere, \(\beta\) falls to about 1.3 meV nm, which raises the second-order splitting from 71.8 to about 77.5 µeV. The assumption most exposed in a real device is circular symmetry: gates need not produce a round dot, and an ellipticity of 10 % moves the separation from 69 to about 212 µeV. The other omissions that can be sized here are smaller:

- The cubic remainder \(-\gamma(\sigma_xk_xk_y^2-\sigma_yk_yk_x^2)\), included in the diagonalization, changes the splitting by 0.06 µeV.
- With a gap \(E_g\) of roughly 400 meV, a band-edge mass \(m_0\) and the dispersion \(E(1+E/E_g)=\hbar^2k^2/2m_0\), the mass \(\hbar^2k/(dE/dk)\) is \(m_0(1+2E/E_g)\), where \(E\) includes the energy of the vertical motion. That part is large, but it is already contained in \(m\), which here means the in-plane mass in the lowest subband. The in-plane kinetic energy of the first shell, 2 meV on average, changes the mass and \(\Delta\) by at most about 1 % at fixed \(\alpha\) and \(\beta\). Using a band-edge mass for \(m\) would be a much larger error: with \(m_0=0.03\,m_e\) and hard walls, \(E\) is about 100 meV, and the in-plane mass is \(1.5\,m_0\).
- For a parabolic band, the second subband of the hard-wall well lies \(3\pi^2\hbar^2/(2mw^2)=376\) meV above the first, where \(w=10\) nm is the well width. The dispersion of the previous item, with \(m_0\) chosen so that the in-plane mass is \(0.03\,m_e\), lowers this to about 270 meV, and walls 500 meV high with a parabolic band give about 200 meV. All three values are far above the in-plane spacing. The \(m_0\) chosen here is about \(0.017\,m_e\), below the band-edge mass of InAs, roughly \(0.023\,m_e\). In the same hard-wall model that mass gives an in-plane mass near \(0.037\,m_e\) and, at fixed \(\alpha\) and \(\beta\), a \(\Delta\) larger in proportion.
- A stray perpendicular field \(B\) adds \((eB/2m)L_z\), with \(e\) here the elementary charge. Apart from the Zeeman energy, which is left out here, this separates \(l=\pm1\) by \(\hbar eB/m\), which is 3.9 µeV at 1 mT. At second order the spin-orbit term thus acts on the orbit like a field of about \(71.8/3.86\approx19\) mT, with opposite signs for the two spins.

At 0.1 K the thermal energy \(k_BT\) is 8.6 µeV, and a tunnel rate \(\Gamma\) of \(10^9\) per second broadens a level by \(\hbar\Gamma=0.66\) µeV. A tunnelling line broadened by a lead at this temperature has a full width of about \(3.5\,k_BT=30\) µeV, so a splitting of 69 µeV would still be resolved in this one-electron model, with a margin of about a factor of two. To attribute a measured splitting to \(\alpha^2-\beta^2\), one would also need the ellipticity to be well below 3.6 % for these parameters, or known independently. Interactions with other electrons and with nuclear spins are left out.

All numerical values are calculated from the stated model.
